# Ligand Loss and the Masked Isotope Effect of Beta-Hydride Elimination: a program that tests the result

```python
"""Masking of a beta-elimination isotope effect by reversible ligand loss.

Scheme: A <-> I + L (k1 forward, km back), I -> product (k2).
A = ligated metal alkyl, I = open complex, L = free ligand.
Result under test, for constant L and isotope-free k1 and km:
    K_obs = 1 + (K - 1) L / (L + c),  K = k2H/k2D,  c = k2H/km.
K_obs is the H/D ratio of k_obs = 1 / (time integral of A/A(0)).
Concentrations are in mol/L, times in s, temperatures in K.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

mp.mp.dps = 40
T = 333.0
k1, km, k2H, k2D = 2e-4, 1e6, 3e3, 1e3
A0 = 0.010
K = k2H / k2D
c = k2H / km
ligands = [0.0, 0.001, 0.003, 0.01, 0.03, 0.1, 0.3]


def rate_matrix(k1, km, k2, L, kd=0.0, kback=0.0, k3=1.0):
    """Generator for A, I and the alkene hydride; kd is direct loss from A."""
    return np.array([[-k1 - kd, km * L, 0.0],
                     [k1, -km * L - k2, kback],
                     [0.0, k2, -kback - k3]])


def rate_from_area(*args, **kwargs):
    """Reciprocal of the time integral of A, starting from pure A."""
    areas = np.linalg.solve(-rate_matrix(*args, **kwargs), [1.0, 0.0, 0.0])
    return 1.0 / areas[0]


def rate_formula(k1, km, k2, L):
    return k1 * k2 / (km * L + k2)


def masked_effect(L):
    return 1 + (K - 1) * L / (L + c)


def slow_eigenvalue(k1, km, k2, L):
    """Slow decay constant of the A, I pair, in 40-digit arithmetic."""
    M = mp.matrix(rate_matrix(k1, km, k2, L)[:2, :2].tolist())
    values = mp.eig(M, left=False, right=False)
    return min(-mp.re(v) for v in values)


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * abs(b)


# The matrix solve must equal a direct time quadrature of the population.
mild = (2.0, 1.5, 3.0, 0.8)
area_quad = quad(lambda t: expm(rate_matrix(*mild) * t)[0, 0], 0, 60,
                 limit=200, epsabs=1e-10)[0]
assert close(1 / area_quad, rate_from_area(*mild), 1e-7)
assert close(1 / area_quad, rate_formula(*mild), 1e-7)

# Masking law, recapture relation and steady-state error bound.
table = []
worst_steady = 0.0
for L in ligands:
    rH = rate_from_area(k1, km, k2H, L)
    rD = rate_from_area(k1, km, k2D, L)
    assert close(rH, rate_formula(k1, km, k2H, L))
    assert close(rD, rate_formula(k1, km, k2D, L))
    assert close(rH / rD, masked_effect(L))
    assert abs((rH / rD - 1) / (K - 1) - (1 - rH / k1)) < 1e-9
    for k2 in (k2H, k2D):
        exact = slow_eigenvalue(k1, km, k2, L)
        error = abs(float(exact / rate_formula(k1, km, k2, L) - 1))
        assert error < k1 / (km * L + k2)
        worst_steady = max(worst_steady, error)
    table.append((L, rH, rD, rH / rD))
effects = [row[3] for row in table]
assert all(b > a for a, b in zip(effects, effects[1:]))
assert close(effects[0], 1.0)
assert close(rate_from_area(k1, km, k2H, 1e3)
             / rate_from_area(k1, km, k2D, 1e3), K, 1e-5)

# A long-lived intermediate: exponential and area disagree without ligand.
slow_ratio = float(slow_eigenvalue(2.0, 1.0, 3.0, 0.0)
                   / slow_eigenvalue(2.0, 1.0, 1.0, 0.0))
area_ratio = (rate_from_area(2.0, 1.0, 3.0, 0.0)
              / rate_from_area(2.0, 1.0, 1.0, 0.0))
assert slow_ratio > 1.5 and close(area_ratio, 1.0)

# Inhibition lines of 1/k_obs: common intercept, slope ratio D/H equal to K.
lines = {}
for name, k2 in (("H", k2H), ("D", k2D)):
    y = [1 / rate_from_area(k1, km, k2, L) for L in (0.01, 0.03, 0.1)]
    slope = (y[2] - y[0]) / 0.09
    assert close((y[1] - y[0]) / 0.02, slope, 1e-8)
    lines[name] = (slope, y[0] - 0.01 * slope)
slope_ratio = lines["D"][0] / lines["H"][0]
assert close(slope_ratio, K, 1e-8)
assert close(lines["H"][1], 1 / k1, 1e-7)
assert close(lines["D"][1], 1 / k1, 1e-7)

# Ligand needed for 95 percent unmasking, found from the matrix solution.
L95 = brentq(lambda L: (rate_from_area(k1, km, k2H, L)
                        / rate_from_area(k1, km, k2D, L) - 1) / (K - 1) - 0.95,
             1e-4, 1.0, xtol=1e-13)
assert close(L95, 19 * c, 1e-7)
half_zero = np.log(2) / rate_from_area(k1, km, k2H, 0.0) / 3600
half_95 = np.log(2) / rate_from_area(k1, km, k2H, L95) / 3600

# Isotope effects on ligand loss (K1) and on ligand return (Km).
K1, Km = 1.05, 1.02
for L in ligands:
    x = L / c
    direct = (rate_from_area(k1, km, k2H, L)
              / rate_from_area(k1 / K1, km / Km, k2D, L))
    assert close(direct, K1 * (1 + K * x / Km) / (1 + x))
exchange_low, exchange_high = K1, K * K1 / Km

# Reversible elimination: hydride returns (kback) or moves on (k3).
k3, return_effect = 1e4, 2.5
reversible_limits = []
for ratio in (0.1, 100.0):
    backH = ratio * k3
    backD = backH / return_effect
    effH = k2H * k3 / (backH + k3)
    effD = k2D * k3 / (backD + k3)
    for L in ligands:
        for k2, back, eff in ((k2H, backH, effH), (k2D, backD, effD)):
            found = rate_from_area(k1, km, k2, L, kback=back, k3=k3)
            assert close(found, rate_formula(k1, km, eff, L), 1e-8)
    reversible_limits.append((ratio, effH / effD))

# Direct elimination from the ligated complex, with no isotope effect.
kd = 1e-7
for L in ligands:
    for k2 in (k2H, k2D):
        assert close(rate_from_area(k1, km, k2, L, kd=kd),
                     kd + rate_formula(k1, km, k2, L))
direct_effects = [rate_from_area(k1, km, k2H, L, kd=kd)
                  / rate_from_area(k1, km, k2D, L, kd=kd) for L in (0.3, 10.0)]
assert direct_effects[1] < direct_effects[0] < masked_effect(0.3)


def half_life_formula(k2, L0):
    """Half-life of A when every released ligand stays free."""
    cc = k2 / km
    return ((1 + (L0 + A0) / cc) * np.log(2) - A0 / (2 * cc)) / k1


def half_life_integrated(k2, L0):
    """Stiff integration; s = A + I, and A + L is conserved."""
    def flow(t, y):
        s, i = y
        free = L0 + A0 - s + i
        return [-k2 * i, k1 * (s - i) - km * free * i - k2 * i]

    def jacobian(t, y):
        s, i = y
        free = L0 + A0 - s + i
        return [[0.0, -k2], [k1 + km * i, -k1 - km * free - km * i - k2]]

    def half(t, y):
        return y[0] - y[1] - A0 / 2
    half.terminal = True
    run = solve_ivp(flow, (0, 3e6), [A0, 0.0], method="Radau", jac=jacobian,
                    events=half, rtol=1e-8, atol=[1e-12, 1e-17])
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0]


released = []
for L0 in (0.0, 0.01, 0.1):
    tH = half_life_integrated(k2H, L0)
    tD = half_life_integrated(k2D, L0)
    # tolerance covers the dense-output interpolation of the half-life event
    assert close(tH, half_life_formula(k2H, L0), 1e-4)
    assert close(tD, half_life_formula(k2D, L0), 1e-4)
    released.append((L0, tH, tD, tD / tH))

# Tunnelling through a parabolic barrier, imaginary wavenumber 800 per cm.
wavenumber = 800.0


def tunnelling(nu):
    u = const.h * const.c * 100 * nu / (const.k * T)
    closed = (u / 2) / np.sin(u / 2)
    thermal = quad(lambda e: np.exp(-e - np.logaddexp(0, -2 * np.pi * e / u)),
                   -60, 60, points=[0], limit=300)[0]
    assert close(thermal, closed, 1e-6)
    return closed


tunH, tunD = tunnelling(wavenumber), tunnelling(wavenumber / np.sqrt(2))


# Activation free energies, temperature mismatch and diffusion ceiling.
def barrier(k):
    return const.R * T * np.log(const.k * T / (const.h * k)) / 1000


def eyring(G, temp):
    return const.k * temp / const.h * np.exp(-1000 * G / (const.R * temp))


mismatch = eyring(barrier(k1), T + 0.5) / eyring(barrier(k1), T)
viscosity = 4e-4
diffusion = 8 * const.R * T / (3 * viscosity) * 1000
assert km < diffusion

print(f"temperature: {T:.0f} K; precursor: {1e3*A0:.0f} mmol/L")
print(f"k1: {k1:.1e} 1/s; k-1: {km:.1e} L/(mol s)")
print(f"k2H: {k2H:.0f} 1/s; k2D: {k2D:.0f} 1/s; intrinsic K: {K:.3f}")
print(f"barrier of ligand loss: {barrier(k1):.1f} kJ/mol")
print(f"barrier of H elimination: {barrier(k2H):.1f} kJ/mol")
print(f"midpoint ligand c: {1e3*c:.2f} mmol/L")
print("L (mmol/L), k_obs H (1/s), k_obs D (1/s), K_obs:")
for L, rH, rD, effect in table:
    print(f"  {1e3*L:6.1f}  {rH:.3e}  {rD:.3e}  {effect:.3f}")
print(f"slope ratio D/H of inhibition lines: {slope_ratio:.4f}")
print(f"common intercept: {lines['H'][1]:.1f} s")
print(f"ligand for 95% unmasking: {1e3*L95:.1f} mmol/L")
print(f"H half-life, no ligand: {half_zero:.3f} h")
print(f"H half-life at 95% unmasking: {half_95:.2f} h")
print(f"largest steady-state relative error: {worst_steady:.1e}")
print("long-lived I, L=0, k1=2, k2H=3, k2D=1 (1/s):")
print(f"  slow-exponential ratio {slow_ratio:.3f}, area ratio {area_ratio:.3f}")
print("ligand released and kept free, from half-lives:")
print("L0 (mmol/L), t_half H (s), t_half D (s), ratio, fixed-L K_obs:")
for L0, tH, tD, ratio in released:
    print(f"  {1e3*L0:5.1f}  {tH:.0f}  {tD:.0f}  {ratio:.3f}"
          f"  {masked_effect(L0):.3f}")
print(f"exchange effects K1={K1:.2f}, Km={Km:.2f}: limits"
      f" {exchange_low:.3f} and {exchange_high:.3f}")
print(f"reversible elimination, isotope effect on return {return_effect:.1f}:")
for ratio, limit in reversible_limits:
    print(f"  k-2H/k3 = {ratio:.1f}: upper limit {limit:.3f}")
print(f"direct path kd: {kd:.1e} 1/s, no isotope effect")
print(f"  K_obs at 300 mmol/L: {direct_effects[0]:.3f}")
print(f"  K_obs at 10 mol/L (formal): {direct_effects[1]:.3f}")
print(f"tunnelling at {wavenumber:.0f}i 1/cm: H {tunH:.3f}, D {tunD:.3f}")
print(f"  ratio H/D {tunH/tunD:.3f}; rest of K {K*tunD/tunH:.3f}")
print(f"false effect from H run 0.5 K hotter, L=0: {mismatch:.3f}")
print(f"viscosity (rough): {1e3*viscosity:.1f} mPa s")
print(f"diffusion ceiling: {diffusion:.1e} L/(mol s)")
print("done: every assertion held")
```

Printed output:

```
temperature: 333 K; precursor: 10 mmol/L
k1: 2.0e-04 1/s; k-1: 1.0e+06 L/(mol s)
k2H: 3000 1/s; k2D: 1000 1/s; intrinsic K: 3.000
barrier of ligand loss: 105.4 kJ/mol
barrier of H elimination: 59.7 kJ/mol
midpoint ligand c: 3.00 mmol/L
L (mmol/L), k_obs H (1/s), k_obs D (1/s), K_obs:
     0.0  2.000e-04  2.000e-04  1.000
     1.0  1.500e-04  1.000e-04  1.500
     3.0  1.000e-04  5.000e-05  2.000
    10.0  4.615e-05  1.818e-05  2.538
    30.0  1.818e-05  6.452e-06  2.818
   100.0  5.825e-06  1.980e-06  2.942
   300.0  1.980e-06  6.645e-07  2.980
slope ratio D/H of inhibition lines: 3.0000
common intercept: 5000.0 s
ligand for 95% unmasking: 57.0 mmol/L
H half-life, no ligand: 0.963 h
H half-life at 95% unmasking: 19.25 h
largest steady-state relative error: 5.0e-08
long-lived I, L=0, k1=2, k2H=3, k2D=1 (1/s):
  slow-exponential ratio 2.000, area ratio 1.000
ligand released and kept free, from half-lives:
L0 (mmol/L), t_half H (s), t_half D (s), ratio, fixed-L K_obs:
    0.0  6685  13123  1.963  1.000
   10.0  18237  47780  2.620  2.538
  100.0  122209  359697  2.943  2.942
exchange effects K1=1.05, Km=1.02: limits 1.050 and 3.088
reversible elimination, isotope effect on return 2.5:
  k-2H/k3 = 0.1: upper limit 2.836
  k-2H/k3 = 100.0: upper limit 1.218
direct path kd: 1.0e-07 1/s, no isotope effect
  K_obs at 300 mmol/L: 2.721
  K_obs at 10 mol/L (formal): 1.333
tunnelling at 800i 1/cm: H 1.750, D 1.300
  ratio H/D 1.346; rest of K 2.229
false effect from H run 0.5 K hotter, L=0: 1.060
viscosity (rough): 0.4 mPa s
diffusion ceiling: 1.8e+10 L/(mol s)
done: every assertion held
```
